**Born elastic scattering of electrons by the hydrogen 1s state**

In Hartree atomic units, without exchange and with a fixed nucleus, the amplitude is f(q) = 2[1 − F(q)]/q² with F(q) = 16/(q² + 4)², and f(0) = 1. The total cross section is σ(k) = π(7k⁴ + 18k² + 12)/[3(1 + k²)³], where k is the electron momentum and q = 2k sin(θ/2) the momentum transfer. The program asserts that the static potential, the form factor, the amplitude and its small-q expansion agree with numerical integrals over the 1s density or the potential. It also asserts that σ agrees with an integration over angle and has the stated low- and high-energy limits. For the potential weakened by a factor of 0.001 at k = 1, partial waves must reproduce the first-order cross section and forward amplitude within 0.5%; the output gives ratios of 1.00077 and 1.00024. For k = 4 (217.7 eV) the Born cross section is 0.4459 a₀², or 0.1249 Å². The all-order cross section of the same static potential exceeds the Born value by a factor of 44 at k = 0.1, and by 3.3% at k = 4 and 0.8% at k = 8.

## Check in Python

```python
"""
Elastic scattering of an electron from the hydrogen 1s state, first Born
approximation without exchange, fixed nucleus, Hartree atomic units.
Result under test:
    f(q) = 2 (1 - F(q)) / q^2,  F(q) = 16 / (q^2 + 4)^2,  f(0) = 1,
    sigma(k) = pi (7 k^4 + 18 k^2 + 12) / (3 (1 + k^2)^3).
k: electron momentum; q = 2 k sin(theta/2): momentum transfer;
F: form factor of the 1s density; f: amplitude; sigma: total cross section.
The static potential is V(r) = -(1 + 1/r) exp(-2 r).
"""
import math
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.special import spherical_jn, spherical_yn
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
R_CUT = 25.0  # exp(-2 R_CUT) is negligible in all radial integrals


def integrate(function, lower, upper):
    return quad(function, lower, upper, epsabs=1e-11, epsrel=1e-10,
                limit=300)[0]


def density(r):
    return math.exp(-2 * r) / math.pi


def static_potential(r):
    return -(1 + 1 / r) * math.exp(-2 * r)


def form_factor(q):
    return 16 / (q * q + 4) ** 2


def mott_bethe(q):
    return 2 * (1 - form_factor(q)) / q**2


def born_sigma(k):
    return math.pi * (7 * k**4 + 18 * k**2 + 12) / (3 * (1 + k * k) ** 3)


def amplitude_from_potential(q):
    """Born amplitude as the Fourier integral of the potential."""
    return -2 / q * integrate(
        lambda r: -(r + 1) * math.exp(-2 * r) * math.sin(q * r), 0, R_CUT)


def partial_waves(k, strength=1.0):
    """All-order scattering from strength * V.
    Returns total cross section and real part of the forward amplitude."""
    r_end = 15.0
    x = k * r_end
    sigma, forward = 0.0, 0.0
    for l in range(11 + int(4 * k)):
        r_start = 1e-3 * (l + 1)

        def radial(r, y):
            w = (l * (l + 1) / r**2 - k * k
                 + 2 * strength * static_potential(r))
            return (y[1], w * y[0])

        slope = (l + 1) / r_start - strength / (l + 1)
        solution = solve_ivp(radial, (r_start, r_end), (1.0, slope),
                             method="DOP853", rtol=1e-9, atol=1e-10)
        assert solution.success
        u, du = solution.y[:, -1]
        j, y = spherical_jn(l, x), spherical_yn(l, x)
        dj = j + x * spherical_jn(l, x, derivative=True)
        dy = y + x * spherical_yn(l, x, derivative=True)
        tangent = (k * dj * u - x * j * du) / (k * dy * u - x * y * du)
        sigma += (4 * math.pi / k**2 * (2 * l + 1)
                  * tangent**2 / (1 + tangent**2))
        forward += (2 * l + 1) * tangent / (1 + tangent**2) / k
    return sigma, forward


# Potential of nucleus plus electron cloud, from Coulomb integrals
for r in (0.2, 1.0, 3.0):
    inner = integrate(lambda s: 4 * math.pi * s * s * density(s), 0, r)
    outer = integrate(lambda s: 4 * math.pi * s * density(s), r, R_CUT)
    assert abs(-1 / r + inner / r + outer - static_potential(r)) < 1e-8

# Form factor from the density; amplitude from the potential
for q in (0.3, 1.0, 2.5, 8.0):
    F_num = integrate(lambda r: 4 * math.pi * r * density(r)
                      * math.sin(q * r) / q, 0, R_CUT)
    assert abs(F_num - form_factor(q)) < 1e-8
    f_num = amplitude_from_potential(q)
    assert abs(f_num - mott_bethe(q)) < 1e-8
    assert abs(f_num - 2 * (q * q + 8) / (q * q + 4) ** 2) < 1e-8

# Forward value and curvature from moments of the density
r2_mean, r4_mean = [integrate(
    lambda r: 4 * math.pi * r ** (n + 2) * density(r), 0, R_CUT)
    for n in (2, 4)]
forward_value = -2 * integrate(
    lambda r: -(r * r + r) * math.exp(-2 * r), 0, R_CUT)
assert abs(forward_value - 1) < 1e-8
assert abs(r2_mean / 3 - forward_value) < 1e-8
q_small = 0.02
curvature = (forward_value - mott_bethe(q_small)) / q_small**2
assert abs(curvature - r4_mean / 60) < 1e-3  # next term is of order q^2

# Total cross section by integration over angle
nodes, weights = np.polynomial.legendre.leggauss(40)
angle_sigma = {}
for k in (0.5, 1.5, 4.0):
    values = [amplitude_from_potential(k * math.sqrt(2 * (1 - c))) ** 2
              for c in nodes]
    angle_sigma[k] = 2 * math.pi * float(np.dot(weights, values))
    assert abs(angle_sigma[k] / born_sigma(k) - 1) < 1e-7

# Limits of the closed formula, from numerical integration over q
for k, limit in ((0.01, 4 * math.pi), (100.0, 7 * math.pi / 3 / 100**2)):
    sigma_num = 2 * math.pi / k**2 * sum(
        integrate(lambda q: (2 * (q * q + 8) / (q * q + 4) ** 2) ** 2 * q,
                  a, b)
        for a, b in ((0, min(2 * k, 10)), (min(2 * k, 10), 2 * k)))
    assert abs(sigma_num / limit - 1) < 1e-3  # corrections of order 1e-4

# Weak potential: phase shifts must give the first-order result
weak = 1e-3
weak_sigma, weak_forward = partial_waves(1.0, weak)
weak_sigma_ratio = weak_sigma / weak**2 / born_sigma(1.0)
weak_forward_ratio = weak_forward / weak
assert abs(weak_sigma_ratio - 1) < 5e-3  # second order is of order 1e-3
assert abs(weak_forward_ratio - 1) < 5e-3

# Full potential: first order fails for slow and works for fast electrons
static_sigma = {k: partial_waves(k)[0] for k in (0.1, 1.0, 4.0, 8.0)}
deviation = {k: abs(s / born_sigma(k) - 1) for k, s in static_sigma.items()}
assert deviation[0.1] > 10
assert deviation[8.0] < deviation[1.0]
assert deviation[4.0] < 0.2 and deviation[8.0] < 0.05

# Worked example
k = 4.0
print(f"Momentum k = {k:.1f} a.u.")
print(f"Energy = {k*k/2:.1f} hartree = {k*k/2*HARTREE_EV:.2f} eV")
print(f"Mean r^2 = {r2_mean:.6f} a0^2")
print(f"Mean r^4 = {r4_mean:.6f} a0^4")
print(f"Forward amplitude from potential = {forward_value:.6f} a0")
print("Angle(deg) q(1/a0) F f(a0) dsigma/dOmega(a0^2/sr) f/f_nucleus")
for degrees in (10, 30, 60, 90, 180):
    q = 2 * k * math.sin(math.radians(degrees) / 2)
    f = mott_bethe(q)
    print(f"{degrees:4d} {q:.5f} {form_factor(q):.6f} {f:.6f} "
          f"{f*f:.4e} {f*q*q/2:.6f}")
print(f"Born sigma, closed formula = {born_sigma(k):.6f} a0^2")
print(f"Born sigma, angle integral = {angle_sigma[k]:.6f} a0^2")
print(f"Born sigma = {born_sigma(k)*BOHR_ANGSTROM**2:.6f} angstrom^2")
print(f"k^2 sigma = {k*k*born_sigma(k):.5f} (dimensionless)")
print(f"High-energy limit 7 pi/3 = {7*math.pi/3:.5f} (dimensionless)")
print(f"Low-k limit of formula 4 pi = {4*math.pi:.5f} a0^2")
print(f"Weak-potential strength factor = {weak:.3f}, at k = 1 a.u.")
print(f"Weak potential: sigma / first order = {weak_sigma_ratio:.5f}")
print(f"Weak potential: f(0) / first order = {weak_forward_ratio:.5f}")
print("k(a.u.) E(eV) Born(a0^2) all-order static(a0^2) static/Born")
for k_value, s in static_sigma.items():
    print(f"{k_value:4.1f} {k_value**2/2*HARTREE_EV:.3f} "
          f"{born_sigma(k_value):.5f} {s:.5f} {s/born_sigma(k_value):.4f}")
print("PASS")
```

Printed output:

```
Momentum k = 4.0 a.u.
Energy = 8.0 hartree = 217.69 eV
Mean r^2 = 3.000000 a0^2
Mean r^4 = 22.500000 a0^4
Forward amplitude from potential = 1.000000 a0
Angle(deg) q(1/a0) F f(a0) dsigma/dOmega(a0^2/sr) f/f_nucleus
  10 0.69725 0.795009 0.843321 7.1119e-01 0.204991
  30 2.07055 0.232973 0.357823 1.2804e-01 0.767027
  60 4.00000 0.040000 0.120000 1.4400e-02 0.960000
  90 5.65685 0.012346 0.061728 3.8104e-03 0.987654
 180 8.00000 0.003460 0.031142 9.6982e-04 0.996540
Born sigma, closed formula = 0.445906 a0^2
Born sigma, angle integral = 0.445906 a0^2
Born sigma = 0.124866 angstrom^2
k^2 sigma = 7.13450 (dimensionless)
High-energy limit 7 pi/3 = 7.33038 (dimensionless)
Low-k limit of formula 4 pi = 12.56637 a0^2
Weak-potential strength factor = 0.001, at k = 1 a.u.
Weak potential: sigma / first order = 1.00077
Weak potential: f(0) / first order = 1.00024
k(a.u.) E(eV) Born(a0^2) all-order static(a0^2) static/Born
 0.1 0.136 12.38046 549.13774 44.3552
 1.0 13.606 4.84329 8.26559 1.7066
 4.0 217.691 0.44591 0.46069 1.0331
 8.0 870.764 0.11377 0.11469 1.0081
PASS
```
